# Why Clamped Ions Overestimate the Shear Constant C44 in Diamond Lattices: test program

```python
# Result under test: in a diamond crystal the clamped-ion shear constant
#   C44_clamped = (alpha + beta)/a
# is lowered by relative motion of the two sublattices to
#   C44 = 4 alpha beta / (a (alpha + beta)) = C44_clamped (1 - zeta^2),
#   zeta = (alpha - beta)/(alpha + beta),
# for the Keating energy (alpha: bond stretching, beta: angle bending).
# For any harmonic diamond crystal: C44_clamped - C44 = zeta^2 K/(4 a).
# a: cube edge; K: stiffness against relative sublattice displacement u;
# gamma = 2 eps_xy: shear strain; u_z = -zeta a gamma/4 defines zeta.
# Energies are per two-atom cell, SI units inside, elastic constants in GPa.
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize

a = 5.4 * constants.angstrom
alpha, beta = 50.0, 15.0
mass = 28.0 * constants.atomic_mass
k_first, k_second = 100.0, 10.0
volume = a**3 / 4
signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bonds0 = a / 4 * signs
d = np.sqrt(3) * a / 4
pairs = list(itertools.combinations(range(4), 2))
second0 = a / 2 * np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                            [1, 0, -1], [0, 1, 1], [0, 1, -1]])
GPa = 1e9
gamma = 1e-3


def keating(stretch, bend):
    def energy(F, u):
        r = bonds0 @ F.T + u
        dots = r @ r.T
        e_bond = sum((dots[i, i] - d**2)**2 for i in range(4))
        # both atoms of the cell carry the same six angles
        e_angle = 2 * sum((dots[i, j] + d**2 / 3)**2 for i, j in pairs)
        return 3 / (8 * d**2) * (stretch * e_bond + bend * e_angle)
    return energy


def central(F, u):
    first = np.linalg.norm(bonds0 @ F.T + u, axis=1) - d
    second = np.linalg.norm(second0 @ F.T, axis=1) - a / np.sqrt(2)
    return 0.5 * k_first * np.sum(first**2) + k_second * np.sum(second**2)


def shear(g):
    F = np.eye(3)
    F[0, 1] = F[1, 0] = g / 2
    return F


def modulus(energy, F, size, w):
    """2 E/(V size^2) in GPa at sublattice displacement u = -a size w/4."""
    u = -a * size / 4 * np.asarray(w)
    return 2 * energy(F, u) / (volume * size**2) / GPa


def relax(energy, F, size):
    res = minimize(lambda w: modulus(energy, F, size, w), np.zeros(3),
                   method="BFGS", jac="3-point", options={"gtol": 1e-4})
    return res.fun, res.x


def internal_stiffness(energy):
    h = np.array([0, 0, 1e-3 * a])
    I = np.eye(3)
    return (energy(I, h) + energy(I, -h) - 2 * energy(I, 0 * h)) / h[2]**2


def internal_force(energy):
    """Force along z on sublattice B per unit shear, at clamped ions."""
    h = np.array([0, 0, 1e-5 * a])
    F = shear(gamma)
    return -(energy(F, h) - energy(F, -h)) / (2 * h[2]) / gamma


def close(x, y, rel=1e-4, floor=0.0):
    return abs(x - y) <= rel * abs(y) + floor


# Strain calculation compared with the two-spring formulas
model = keating(alpha, beta)
c_clamped = modulus(model, shear(gamma), gamma, np.zeros(3))
c_relaxed, w = relax(model, shear(gamma), gamma)
zeta = w[2]
assert close(c_clamped, (alpha + beta) / a / GPa)
assert close(c_relaxed, 4 * alpha * beta / (a * (alpha + beta)) / GPa)
assert close(zeta, (alpha - beta) / (alpha + beta))
assert max(abs(w[:2])) < 1e-4          # only the z component responds

# Energy as a function of a prescribed internal displacement
for z in (-0.5, 0.3, 1.0):
    formula = (alpha * (1 - z)**2 + beta * (1 + z)**2) / a / GPa
    assert close(modulus(model, shear(gamma), gamma, [0, 0, z]), formula)

# Internal force, stiffness and the general softening law
K = internal_stiffness(model)
force = internal_force(model)
softening = c_clamped - c_relaxed
assert close(K, 4 * (alpha + beta))
assert close(force, -a * (alpha - beta))
assert close(softening, force**2 / (K * volume) / GPa)
assert close(softening, zeta**2 * K / (4 * a) / GPa)

# Diagonal strains: no internal displacement, hence no softening
F_tet = np.diag([1 + gamma, 1 - gamma, 1])
tet_clamped = modulus(model, F_tet, gamma, np.zeros(3)) / 2
tet_relaxed, w_tet = relax(model, F_tet, gamma)
tet_relaxed /= 2
assert close(tet_relaxed, tet_clamped) and max(abs(w_tet)) < 1e-4


def even_modulus(direction):
    """Average over both strain signs removes the cubic energy term."""
    vals = []
    for s in (gamma, -gamma):
        F = np.eye(3) + s * np.diag(direction)
        value, w_diag = relax(model, F, gamma)
        assert max(abs(w_diag)) < 1e-4
        vals.append(value)
    return np.mean(vals)


c11 = even_modulus([1, 0, 0])
c12 = even_modulus([1, 1, 0]) / 2 - c11
assert close(c11, (alpha + 3 * beta) / a / GPa)
assert close(c12, (alpha - beta) / a / GPa)
assert close(c11 - c12, tet_clamped)
assert close(c_clamped, (c11 + c12) / 2)


# Lattice waves from a separately assembled force-constant matrix
def force_matrix(q):
    phi = np.zeros((6, 6), complex)
    for centre, sgn in ((0, 1), (1, -1)):
        b = sgn * bonds0
        own = slice(3 * centre, 3 * centre + 3)
        other = slice(3 - 3 * centre, 6 - 3 * centre)
        terms = [(i, j, beta) for i, j in pairs]
        if centre == 0:                 # each bond is counted once
            terms += [(i, i, alpha) for i in range(4)]
        for i, j, k in terms:
            g = np.zeros(6, complex)
            g[own] = -(b[i] + b[j])
            g[other] = (b[i] * np.exp(1j * q @ b[j])
                        + b[j] * np.exp(1j * q @ b[i]))
            phi += 2 * 3 * k / (8 * d**2) * np.outer(g.conj(), g)
    return phi


q = np.array([0.01 / a, 0, 0])
phi = force_matrix(q)
density = 2 * mass / volume
omega2_ta = np.linalg.eigvalsh(phi)[0] / mass
c_sound = density * omega2_ta / q[0]**2 / GPa
affine = np.array([0, 1, 0, 0, 1, 0]) / np.sqrt(2)
omega2_affine = (affine @ phi @ affine).real / mass
c_affine = density * omega2_affine / q[0]**2 / GPa
assert close(c_sound, c_relaxed)
assert close(c_affine, c_clamped)
omega_opt = np.sqrt(np.linalg.eigvalsh(force_matrix(0 * q))[-1] / mass)
assert close(K, mass * omega_opt**2 / 2)

# Incomplete relaxation: energy fit against stress divided by strain
x = 0.9
c_energy = modulus(model, shear(gamma), gamma, [0, 0, x * zeta])
u_part = np.array([0, 0, -a * gamma / 4 * x * zeta])
h = gamma / 10
stress = (model(shear(gamma + h), u_part)
          - model(shear(gamma - h), u_part)) / (2 * h * volume)
c_stress = stress / gamma / GPa
assert close(c_energy - c_relaxed, softening * (1 - x)**2, 1e-2)
assert close(c_stress - c_relaxed, softening * (1 - x), 1e-2)

# Scan of the spring ratio, including equal springs and a stiffer angle
scan = []
for ratio in (0.01, 0.1, 0.3, 0.5, 1.0, 2.0):
    m = keating(alpha, ratio * alpha)
    c0 = modulus(m, shear(gamma), gamma, np.zeros(3))
    c1, wr = relax(m, shear(gamma), gamma)
    z_formula = (1 - ratio) / (1 + ratio)
    assert close(wr[2], z_formula, 1e-4, 1e-5)
    assert close(c1 / c0, 1 - z_formula**2, 1e-3)
    scan.append((ratio, wr[2], c0, c1, c1 / c0))

# Central springs: general law holds, the ratio 1 - zeta^2 does not
cs_clamped = modulus(central, shear(gamma), gamma, np.zeros(3))
cs_relaxed, ws = relax(central, shear(gamma), gamma)
K_s = internal_stiffness(central)
assert close(ws[2], 1.0, 1e-3)
assert close(cs_clamped, (k_first / 3 + 2 * k_second) / a / GPa)
assert close(cs_relaxed, 2 * k_second / a / GPa)
assert close(cs_clamped - cs_relaxed, ws[2]**2 * K_s / (4 * a) / GPa, 1e-3)
assert abs(cs_relaxed / cs_clamped - (1 - ws[2]**2)) > 0.1

A = constants.angstrom
print(f"cube edge a = {a / A:.2f} angstrom")
print(f"bond length d = {d / A:.4f} angstrom")
print(f"cell volume V = {volume / A**3:.3f} angstrom^3")
print(f"stretching spring alpha = {alpha:.1f} N/m")
print(f"bending spring beta = {beta:.1f} N/m")
print(f"atomic mass m = {mass / constants.atomic_mass:.1f} u")
print(f"shear strain used gamma = {gamma:.4f}")
print(f"clamped C44 = {c_clamped:.2f} GPa")
print(f"relaxed C44 = {c_relaxed:.2f} GPa")
print(f"softening = {softening:.2f} GPa")
print(f"relaxed/clamped ratio = {c_relaxed / c_clamped:.4f}")
print(f"clamped overestimate = {100 * (c_clamped / c_relaxed - 1):.1f} %")
print(f"internal strain parameter zeta = {zeta:.4f}")
print(f"u_z at this strain = {-zeta * a * gamma / 4 / A:.3e} angstrom")
print(f"internal force per unit shear = {force * 1e9:.3f} nN")
print(f"internal stiffness K = {K:.2f} N/m")
print(f"optical frequency = {omega_opt / (2 * np.pi) / 1e12:.3f} THz")
print(f"C11 = {c11:.2f} GPa")
print(f"C12 = {c12:.2f} GPa")
print(f"C11-C12 clamped = {tet_clamped:.2f} GPa")
print(f"C11-C12 relaxed = {tet_relaxed:.2f} GPa")
print(f"wave number times a = {q[0] * a:.3f}")
print(f"rho omega^2/q^2, free acoustic wave = {c_sound:.2f} GPa")
print(f"rho omega^2/q^2, affine wave = {c_affine:.2f} GPa")
print(f"fraction of relaxation reached x = {x:.2f}")
print(f"C44 from energy at x = {c_energy:.2f} GPa")
print(f"C44 from stress at x = {c_stress:.2f} GPa")
print(f"energy error at x = {c_energy - c_relaxed:.3f} GPa")
print(f"stress error at x = {c_stress - c_relaxed:.3f} GPa")
print("scan: beta/alpha, zeta, clamped GPa, relaxed GPa, ratio")
for ratio, z, c0, c1, rr in scan:
    print(f"  {ratio:.2f}  {z + 0.0:.4f}  {c0:.2f}  {c1:.2f}  {rr:.4f}")
print(f"central springs k1, k2 = {k_first:.1f}, {k_second:.1f} N/m")
print(f"central-spring clamped C44 = {cs_clamped:.2f} GPa")
print(f"central-spring relaxed C44 = {cs_relaxed:.2f} GPa")
print(f"central-spring ratio = {cs_relaxed / cs_clamped:.4f}")
print(f"central-spring zeta = {ws[2]:.4f}")
print(f"central-spring K = {K_s:.2f} N/m")
print("no test failed")
```

Output:

```
cube edge a = 5.40 angstrom
bond length d = 2.3383 angstrom
cell volume V = 39.366 angstrom^3
stretching spring alpha = 50.0 N/m
bending spring beta = 15.0 N/m
atomic mass m = 28.0 u
shear strain used gamma = 0.0010
clamped C44 = 120.37 GPa
relaxed C44 = 85.47 GPa
softening = 34.90 GPa
relaxed/clamped ratio = 0.7101
clamped overestimate = 40.8 %
internal strain parameter zeta = 0.5385
u_z at this strain = -7.269e-04 angstrom
internal force per unit shear = -18.900 nN
internal stiffness K = 260.00 N/m
optical frequency = 16.831 THz
C11 = 175.93 GPa
C12 = 64.81 GPa
C11-C12 clamped = 111.11 GPa
C11-C12 relaxed = 111.11 GPa
wave number times a = 0.010
rho omega^2/q^2, free acoustic wave = 85.47 GPa
rho omega^2/q^2, affine wave = 120.37 GPa
fraction of relaxation reached x = 0.90
C44 from energy at x = 85.82 GPa
C44 from stress at x = 88.96 GPa
energy error at x = 0.349 GPa
stress error at x = 3.490 GPa
scan: beta/alpha, zeta, clamped GPa, relaxed GPa, ratio
  0.01  0.9802  93.52  3.67  0.0392
  0.10  0.8182  101.85  33.67  0.3306
  0.30  0.5385  120.37  85.47  0.7101
  0.50  0.3333  138.89  123.46  0.8889
  1.00  0.0000  185.19  185.19  1.0000
  2.00  -0.3333  277.78  246.91  0.8889
central springs k1, k2 = 100.0, 10.0 N/m
central-spring clamped C44 = 98.77 GPa
central-spring relaxed C44 = 37.04 GPa
central-spring ratio = 0.3750
central-spring zeta = 1.0000
central-spring K = 133.33 N/m
no test failed
```
